\section*{Why the open end of an RC line reaches half voltage early}

\section{A repeater that may not be needed}

A copper wire on a logic chip is 200 µm long, has a total resistance of 2500 Ω and a total capacitance of 40 fF, and is allowed 80 ps to bring its far end to half the supply voltage. Must it be cut in two by a repeater? The formula for a voltage step diffusing into an endless line gives 110 ps at that distance, and the answer is yes. The formula for a line that stops there, with nothing attached, gives 38 ps, and the answer is no, as far as the wire alone is concerned. The material, the distance and the driving step are the same in both calculations. They differ in what lies beyond the observed point.

A repeater input is a transistor gate, which draws little current compared with what the wire carries, so the open line is the better starting model for a segment between repeaters. The factor of 2.9 between the two delays has two causes. The open end nearly doubles the voltage there, and between 25 and 50 percent the voltage of the endless line rises ever more slowly, so that a factor of two in voltage costs more than a factor of two in time.

\section{The line and its equation}

Let the wire have resistance $r$ and capacitance $c$ per unit length, both constant, with no inductance and no leakage, and let neighbouring wires be held at fixed voltage. Let $X$ be the distance from the driven end, $T$ the time, $V$ the voltage and $I$ the current towards larger $X$. Ohm's law and conservation of charge read
\begin{equation}
I=-\frac1r\frac{\partial V}{\partial X},\qquad
c\,\frac{\partial V}{\partial T}=-\frac{\partial I}{\partial X}.
\end{equation}
Putting the first into the second gives $rc\,\partial V/\partial T=\partial^2V/\partial X^2$. For a length $L$ define $R=rL$, $C=cL$, $x=X/L$ and $\tau=T/(RC)$, and measure voltage in units of the step height. Since $rcL^2=RC$, all constants drop out:
\begin{equation}
\frac{\partial v}{\partial\tau}=\frac{\partial^2v}{\partial x^2}.
\label{eq:diff}
\end{equation}
The line starts at $v=0$. An ideal source, without internal resistance, holds $v=1$ at $x=0$ from $\tau=0$ on. An open end at $x=1$ passes no current, so there $\partial v/\partial x=0$. On the semi-infinite line $x=1$ is an ordinary point, and $v\to0$ far away.

\section{The semi-infinite line}

Its solution is
\begin{equation}
u(x,\tau)=\operatorname{erfc}\eta,\qquad \eta=\frac{x}{2\sqrt\tau},\qquad
\operatorname{erfc}\eta=\frac{2}{\sqrt\pi}\int_\eta^\infty e^{-y^2}dy .
\end{equation}
To verify this, use $d\operatorname{erfc}\eta/d\eta=-(2/\sqrt\pi)e^{-\eta^2}$, together with $\partial\eta/\partial x=1/(2\sqrt\tau)$ and $\partial\eta/\partial\tau=-x/(4\tau^{3/2})$:
\begin{align}
\frac{\partial u}{\partial x}&=-\frac{1}{\sqrt{\pi\tau}}\,e^{-x^2/4\tau},
\label{eq:slope}\\
\frac{\partial^2u}{\partial x^2}&=\frac{x}{2\sqrt\pi\,\tau^{3/2}}\,e^{-x^2/4\tau}
=\frac{\partial u}{\partial\tau}.
\end{align}
At $x=0$ the value is $\operatorname{erfc}0=1$. For $x>0$ and $\tau\to0$, $\eta\to\infty$ and $u\to0$, as required.

The point $x=1$ reaches a level $p$ when $\operatorname{erfc}\eta=p$ with $\eta=1/(2\sqrt\tau)$, that is, at
\begin{equation}
\tau_\infty(p)=\frac{1}{4\,[\operatorname{erfc}^{-1}(p)]^2}.
\label{eq:tinf}
\end{equation}
With $\operatorname{erfc}^{-1}(0.5)=0.47694$ this gives $\tau_\infty(0.5)=1.099$.

\section{What the open end does}

The function $u(x)$ carries current through $x=1$, which an open end forbids. Add its mirror image $u(2-x)$: at $x=1$ the two slopes are equal and opposite, and the current vanishes. The image, however, puts an unwanted voltage $u(2)$ on the driven end. Subtracting $u(2+x)$ removes it but spoils the open end again, and so on. The complete sum is
\begin{equation}
v(x,\tau)=\sum_{n=0}^{\infty}(-1)^n\left[u(2n+x,\tau)+u(2n+2-x,\tau)\right].
\label{eq:images}
\end{equation}
Each term solves \eqref{eq:diff}, because that equation is unchanged by shifting or reversing $x$, and the terms fall off so fast with $n$ that the sum may be differentiated term by term. At the driven end
\begin{equation}
v(0,\tau)=[u(0)+u(2)]-[u(2)+u(4)]+\dots=u(0)=1 .
\end{equation}
At $x=1$ the slopes in each bracket are $u'(2n+1)$ and $-u'(2n+1)$, and cancel. At $\tau\to0$ every argument is positive for $0<x\le1$, so $v\to0$.

There is no second bounded solution. The difference $w$ of two solutions would start from zero, with $w=0$ at $x=0$ and $\partial w/\partial x=0$ at $x=1$. Multiplying its diffusion equation by $w$ and integrating by parts gives
\begin{equation}
\frac{d}{d\tau}\int_0^1\frac{w^2}{2}\,dx
=\left[w\frac{\partial w}{\partial x}\right]_0^1
-\int_0^1\left(\frac{\partial w}{\partial x}\right)^2dx\le0 ,
\end{equation}
since the bracket vanishes at both ends. An integral that starts at zero, cannot be negative and cannot grow stays zero.

At the open end the two terms in each bracket of \eqref{eq:images} coincide:
\begin{equation}
v(1,\tau)=2u(1,\tau)-2u(3,\tau)+2u(5,\tau)-\dots
\label{eq:end}
\end{equation}
The terms alternate in sign and decrease, so
\begin{equation}
2u(1,\tau)-2u(3,\tau)<v(1,\tau)<2u(1,\tau).
\end{equation}
While $u(3)$ is small, the open end therefore stands at nearly twice the voltage of the same point on the endless line. It reaches 50 percent when the endless line reaches 25 percent. With $\operatorname{erfc}^{-1}(0.25)=0.81342$, equation \eqref{eq:tinf} gives $\tau_\infty(0.25)=0.3778$, and the ratio of the delays is
\begin{equation}
\frac{\tau_\infty(0.5)}{\tau_\infty(0.25)}
=\left(\frac{0.81342}{0.47694}\right)^2=2.909 .
\end{equation}
Solving $v(1,\tau)=0.5$ numerically with the full sum gives $\tau=0.3787$ and a ratio of 2.902. At that time $2u(3)$ is 0.0011, so the endless line has to stand at 0.2506 instead of 0.25, slightly later.

The word image should not suggest a pulse that travels to the end and returns after a delay. In a diffusion equation every point responds from the start, though at first by an extremely small amount, and so does the image.

\section{Where the extra voltage comes from}

The doubling needs no extra effort from the source, as an account of the charge shows. In units of $C$ times the step height, the source of the endless line has delivered, by \eqref{eq:slope} at $x=0$,
\begin{equation}
Q_\infty=\int_0^\tau\frac{d\tau'}{\sqrt{\pi\tau'}}=2\sqrt{\frac{\tau}{\pi}} .
\end{equation}
At $\tau=0.3787$ this is 0.694. Numerical integration of $u$ from $x=1$ outwards shows that 0.108 of it has passed the observed point, which leaves 0.586 within the first length $L$. On the finite line, integrating \eqref{eq:images} over $0<x<1$ gives 0.682. The two sources have thus delivered the same charge to within 2 percent of $Q_\infty$, but the finite line has kept all of it.

The form $v\simeq u(x)+u(2-x)$ says where the retained charge lies. The charge that the endless line holds beyond $x=1$ is folded back about that point, like a strip of paper. The folded part is densest at the fold. This is how 16 percent more charge within the length $L$ can double the voltage at its end.

The same cause can be followed by adding wire beyond the observed point, with the step and the values of $r$ and $c$ held fixed. The table gives the time at which the point at distance $L$ reaches 50 percent. The line was replaced by a ladder of 100 resistor-capacitor sections per length $L$, and the ladder equations were solved by their eigenmodes.

\begin{center}
\begin{tabular}{cc}
total length & 50 percent time at distance $L$\\
$1.00\,L$ & $0.379\,RC$\\
$1.25\,L$ & $0.560\,RC$\\
$1.50\,L$ & $0.721\,RC$\\
$2.00\,L$ & $0.958\,RC$\\
$3.00\,L$ & $1.095\,RC$
\end{tabular}
\end{center}

Here $R$ and $C$ still belong to the length $L$. A quarter length of extra wire already adds nearly half to the delay. With two extra lengths the 50 percent time is within 1 percent of that on an endless line. For a tap in the middle of a long wire, neither limiting formula is right.

\section{Why two in voltage becomes 2.9 in time}

If the voltage of the endless line grew in proportion to time, going from 25 to 50 percent would double the time. The actual growth is measured by the logarithmic slope $s=\partial\ln u/\partial\ln\tau$ at $x=1$. Since $\eta\propto\tau^{-1/2}$, $\partial\eta/\partial\ln\tau=-\eta/2$, and
\begin{equation}
s=\frac1u\left(-\frac{2}{\sqrt\pi}e^{-\eta^2}\right)\left(-\frac{\eta}{2}\right)
=\frac{\eta\,e^{-\eta^2}}{\sqrt\pi\,\operatorname{erfc}\eta}.
\end{equation}
This slope falls steadily with time. To see it, differentiate its logarithm with respect to $\eta$:
\begin{equation}
\frac{d\ln s}{d\eta}=\frac1\eta-2\eta+\frac{2e^{-\eta^2}}{\sqrt\pi\,\operatorname{erfc}\eta}.
\end{equation}
In the integral for $\operatorname{erfc}\eta$ the variable satisfies $y\ge\eta$, so inserting a factor $y/\eta$ enlarges it:
\begin{equation}
\operatorname{erfc}\eta<\frac{2}{\sqrt\pi}\int_\eta^\infty\frac y\eta\,e^{-y^2}dy
=\frac{e^{-\eta^2}}{\sqrt\pi\,\eta}.
\end{equation}
The last term of the derivative is therefore larger than $2\eta$, and the whole derivative is positive. Thus $s$ increases with $\eta$ and decreases with $\tau$.

At 25 percent $s=0.947$, and at 50 percent $s=0.429$. The slope is below one throughout the interval, so the time must grow by more than the voltage. Its mean over $\ln\tau$ is $\bar s=\ln2/\ln2.909=0.649$, and the time factor is $2^{1/0.649}=2.9$. Physically, the charged stretch of the endless line grows longer and the voltage gradient that feeds it weakens.

\section{Other thresholds}

The factor 2.9 belongs to the 50 percent level. For a low level $p$ the doubling still holds, but the response is so steep that the share of time saved shrinks as $p$ falls. For large $\eta$, $\operatorname{erfc}\eta$ is $e^{-\eta^2}$ times a factor close to $1/(\sqrt\pi\,\eta)$, whose logarithm is small compared with $\eta^2$. Hence $\eta^2\simeq\ln(1/p)$ to leading order, and the ratio of the delays tends to $\ln(2/p)/\ln(1/p)$, which approaches 1 as $p\to0$. At 10 percent the two times are $0.130\,RC$ and $0.185\,RC$, a ratio of 1.42.

For higher levels the image sum needs more terms, while a single mode becomes ever more accurate. The functions $\sin(k_mx)\,e^{-k_m^2\tau}$ with $k_m=(2m+1)\pi/2$ solve \eqref{eq:diff}, vanish at $x=0$ and have zero slope at $x=1$. The missing voltage $1-v$ starts at 1 everywhere inside the line. Since $\int_0^1\sin^2(k_mx)\,dx=1/2$ and $\cos k_m=0$, its coefficients are $2\int_0^1\sin(k_mx)\,dx=2/k_m$. With $\sin k_m=(-1)^m$,
\begin{equation}
v(1,\tau)=1-\frac4\pi\sum_{m=0}^\infty\frac{(-1)^m}{2m+1}\,e^{-(2m+1)^2\pi^2\tau/4}.
\end{equation}
The slowest mode alone reaches $1-\varepsilon$ at
\begin{equation}
\tau=\frac{4}{\pi^2}\ln\frac{4}{\pi\varepsilon}.
\end{equation}
For $\varepsilon=0.5$ this gives 0.3788, close to the full result. For $\varepsilon=0.1$ it gives 1.03. The endless line has no slowest mode: for small $\eta$, $u\simeq1-1/\sqrt{\pi\tau}$, so it needs $\tau\simeq1/(\pi\varepsilon^2)$, about 32 for $\varepsilon=0.1$. The ratio at 90 percent is 31. The finite line finishes exponentially, while the endless one must go on filling new wire.

\section{The copper wire}

The wire of the opening is 40 nm wide and 80 nm thick. Its effective resistivity of 4 µΩ cm and capacitance of 0.2 fF/µm are rough typical values for a narrow copper line. Hence
\begin{equation}
r=\frac{4\times10^{-8}\ \Omega\,\mathrm m}{(40\times10^{-9}\ \mathrm m)(80\times10^{-9}\ \mathrm m)}
=12.5\ \Omega/\mu\mathrm m ,
\end{equation}
so $R=2500\ \Omega$, $C=40$ fF and $RC=100$ ps. The ideal delays are 37.9 ps and 109.9 ps. Because delay grows as length squared, the open-line formula allows a segment $\sqrt{2.90}=1.70$ times longer for the same wire delay.

Real circuits break several assumptions. The effects are first sized separately, except that driver and receiver are taken together. A real driver has resistance, and a receiver has capacitance. For rough values of 500 Ω and 1 fF, the end conditions become
\begin{equation}
1-v=-0.2\,\frac{\partial v}{\partial x}\ \ (x=0),\qquad
-\frac{\partial v}{\partial x}=0.025\,\frac{\partial v}{\partial\tau}\ \ (x=1),
\end{equation}
where $0.2=500/2500$ and $0.025=1/40$. Solving by Laplace transform with numerical inversion gives 54.9 ps for the finite line. The endless line with the same driver, and no receiver attached, takes 156.2 ps. The delay of the finite line rises by 45 percent, yet the ratio moves only to 2.85.

Switching neighbours matter more for the delay. Suppose a share 0.6 of the capacitance goes to adjacent wires, in a bus where all wires are alike and alternate ones switch oppositely at the same moment. The neighbour voltage is then $1-v$, its rate of change is $-\partial v/\partial T$, and the charging term becomes $c\,(1+0.6)\,\partial V/\partial T$. The delay rises to 60.6 ps. If all wires switch together, the factor is $1-0.6$ and the delay falls to 15.1 ps. Such a factor rescales $C$ for both kinds of line and leaves the ratio alone. Heating from 300 to 378 K rescales $R$ instead and also leaves the ratio alone: with a rough resistivity slope of 0.007 µΩ cm/K, both delays grow by 14 percent.

Other corrections are small here. A linear input edge lasting 10 ps, treated by averaging the step response over the edge and counting from its midpoint, changes the open-end delay by 0.1 ps. An inductance of roughly 1 pH/µm, included in the same Laplace solution, changes either delay by less than 0.1 ps; the time of flight along the wire is 2.8 ps, far below the diffusion time. The skin depth at 26 GHz, the inverse of the open-end delay, is about 620 nm, well above the wire thickness, so a uniform current density is a fair assumption.

For the decision about the repeater, the choice of end condition moves the estimate by 72 ps, more than any of these corrections taken singly. With the open end, the wire meets its 80 ps under each of them. It can miss it when they act together: if every wire of the bus has the 500 Ω driver and the 1 fF receiver, and the neighbours switch oppositely at the same moment, the same line equations give 86 ps at 300 K. Heating of the wire adds to this, and so can neighbours that switch somewhat later. With these values it is therefore not safe to leave out the repeater while opposite switching is possible. A stronger driver or weaker coupling to the neighbours shortens the delay, but the combined case must then be computed again, also for neighbours that switch later than the wire.
